# The acceptance cone of ballistic electron emission into a light-mass semiconductor: a numerical check

```python
"""Acceptance cone in ballistic electron emission from a metal to a semiconductor.

Result under test: sin(theta_c)^2 = mass_ratio * excess / kinetic, where
theta_c    = half-angle of the cone in the metal, from the interface normal
mass_ratio = semiconductor effective mass / free-electron mass
excess     = total electron energy above the barrier top (eV)
kinetic    = free-electron kinetic energy in the metal (eV)
The formula assumes conserved parallel wave vector and a parabolic valley.
Independent checks: classical trajectories, lattice waves, quadrature,
diagonalization and numerical maximization.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

q, hbar, m0 = const.e, const.hbar, const.m_e

# Chosen inputs, rough typical values for gold on n-type GaAs
mass_ratio = 0.067
fermi_energy = 5.5          # eV
bias = 1.1                  # V
barrier = 0.9               # eV, actual barrier top
film_nm = 10.0
temperature = 300.0         # K
gap = 1.42                  # eV
l_valley = 0.29             # eV above the zone-centre minimum
rel_permittivity = 12.9
doping_cm3 = 1e16
band_bending = 0.8          # V
test_angle = 1.5            # degrees, a ray inside the cone

kinetic = fermi_energy + bias
excess = bias - barrier
step = kinetic - excess     # barrier top above the metal band bottom, eV


def cone(excess_ev, kinetic_ev):
    """Half-angle in degrees from the derived formula."""
    return np.degrees(np.arcsin(np.sqrt(mass_ratio * excess_ev / kinetic_ev)))


theta_c = cone(excess, kinetic)
sin_c = np.sin(np.radians(theta_c))
k_max = np.sqrt(2 * mass_ratio * m0 * excess * q) / hbar
k_metal = np.sqrt(2 * m0 * kinetic * q) / hbar


# Classical trajectories, with free mass = 1, energy in eV, arbitrary length
def trajectory(angle_deg):
    """Return (passed, exit angle in degrees) for a smooth interface."""
    p = np.sqrt(2 * kinetic)
    px = p * np.sin(np.radians(angle_deg))
    pz = p * np.cos(np.radians(angle_deg))
    inverse_mass_rise = 1 / mass_ratio - 1

    def motion(t, y):
        s = 1 / (1 + np.exp(-y[0]))
        slope = s * (1 - s)
        force = -slope * (step + inverse_mass_rise * (px**2 + y[1]**2) / 2)
        return [y[1] * (1 + inverse_mass_rise * s), force]

    def returned(t, y):
        return y[0] + 15.5

    def transmitted(t, y):
        return y[0] - 14.0

    returned.terminal = transmitted.terminal = True
    sol = solve_ivp(motion, (0, 5000), [-15.0, pz], method="DOP853",
                    rtol=1e-9, atol=1e-10, events=[returned, transmitted])
    assert sol.status == 1
    return sol.y[0, -1] > 0, np.degrees(np.arctan2(px, sol.y[1, -1]))


low, high = 0.5, 6.0
assert trajectory(low)[0] and not trajectory(high)[0]
for _ in range(13):
    middle = (low + high) / 2
    if trajectory(middle)[0]:
        low = middle
    else:
        high = middle
theta_trajectory = (low + high) / 2
assert abs(theta_trajectory - theta_c) < 0.005

refracted = np.degrees(np.arcsin(np.sin(np.radians(test_angle)) / sin_c))
refracted_trajectory = trajectory(test_angle)[1]
assert abs(refracted_trajectory - refracted) < 0.02


# Waves at an abrupt interface
def transmission(angle_deg):
    """Closed form from the two normal velocities, inside the cone."""
    angle = np.radians(angle_deg)
    v1 = np.sqrt(2 * kinetic * q / m0) * np.cos(angle)
    k_par = k_metal * np.sin(angle)
    v2 = hbar * np.sqrt(k_max**2 - k_par**2) / (mass_ratio * m0)
    return 4 * v1 * v2 / (v1 + v2)**2


def lattice_wave(angle_deg, spacing=0.001):
    """Transmission and reflection from a discretized wave equation (nm, eV)."""
    c = hbar**2 / (2 * m0 * q) * 1e18
    k2 = kinetic / c * np.sin(np.radians(angle_deg))**2
    t1 = c / spacing**2
    t2 = t1 / mass_ratio
    tb = 2 * t1 / (1 + mass_ratio)
    u1, u2 = c * k2, step + c * k2 / mass_ratio
    q1 = np.arccos(1 - (kinetic - u1) / (2 * t1))
    q2 = np.arccos(complex(1 - (kinetic - u2) / (2 * t2)))
    if q2.imag < 0:
        q2 = -q2
    psi1, psi2 = np.exp(1j * q2), np.exp(2j * q2)
    psi0 = ((tb + t2 + u2 - kinetic) * psi1 - t2 * psi2) / tb
    psi_left = ((t1 + tb + u1 - kinetic) * psi0 - tb * psi1) / t1
    incoming = (psi_left - psi0 * np.exp(1j * q1)) / (-2j * np.sin(q1))
    reflected = psi0 - incoming
    flux = t2 * np.sin(q2).real / (t1 * np.sin(q1) * abs(incoming)**2)
    return flux, abs(reflected / incoming)**2


for angle in (0.0, test_angle, 0.95 * theta_c):
    flux, reflection = lattice_wave(angle)
    assert abs(flux - transmission(angle)) < 2e-3   # finite lattice spacing
    assert abs(flux + reflection - 1) < 1e-7
outside_reflection = lattice_wave(1.05 * theta_c)[1]
assert abs(outside_reflection - 1) < 1e-7

# Share of an isotropized flux that lies inside the cone found by trajectories
flux_share = sin_c**2
share_numeric = quad(lambda a: 2 * np.sin(a) * np.cos(a), 0,
                     np.radians(theta_trajectory))[0]
assert abs(share_numeric / flux_share - 1) < 5e-3   # bisection width

# Nonparabolic valley: two-band model, u = free-electron transverse energy
b = 2 * excess + gap / mass_ratio
u_limit = (b - np.sqrt(b**2 - 4 * excess * (excess + gap))) / 2


def upper_band(u):
    coupling = np.sqrt(gap * u * (1 / mass_ratio - 1))
    return np.linalg.eigvalsh([[u, coupling], [coupling, u - gap]])[-1]


u_numeric = brentq(lambda u: upper_band(u) - excess, 0, 0.1, xtol=1e-14)
assert abs(u_numeric / u_limit - 1) < 1e-8
curvature_mass = 1e-7 / upper_band(1e-7)
assert abs(curvature_mass / mass_ratio - 1) < 1e-4
theta_nonparabolic = np.degrees(np.arcsin(np.sqrt(u_limit / kinetic)))

# Depletion field, image-force lowering and tunnelling energy scale
eps = rel_permittivity * const.epsilon_0
doping = doping_cm3 * 1e6
field = np.sqrt(2 * q * doping * band_bending / eps)
width = eps * field / (q * doping)
drop = quad(lambda x: field - q * doping * x / eps, 0, width)[0]
assert abs(drop / band_bending - 1) < 1e-8

lowering = np.sqrt(q * field / (4 * np.pi * eps))
top = minimize_scalar(
    lambda x: q / (16 * np.pi * eps * x * 1e-9) + field * x * 1e-9,
    bounds=(0.1, 50), method="bounded", options={"xatol": 1e-8})
assert abs(top.fun / lowering - 1) < 1e-7

deficit_j = (3 * hbar * q * field / (4 * np.sqrt(2 * mass_ratio * m0)))**(2 / 3)
deficit = deficit_j / q
length = deficit / field
exponent = quad(lambda s: 2 * length * np.sqrt(
    2 * mass_ratio * m0 * deficit_j * (1 - s)) / hbar, 0, 1)[0]
assert abs(exponent - 1) < 1e-6

thermal = const.k * temperature / q
l_margin = l_valley - excess
assert l_margin > 0


def show(label, value, unit, digits):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("mass ratio", mass_ratio, "", 3)
show("metal Fermi energy", fermi_energy, "eV", 1)
show("bias", bias, "V", 1)
show("barrier top above Fermi level", barrier, "eV", 1)
show("kinetic energy in metal", kinetic, "eV", 1)
show("excess above barrier", excess, "eV", 1)
show("sin^2 of cone half-angle", sin_c**2, "", 6)
show("sin of cone half-angle", sin_c, "", 5)
show("cone half-angle, formula", theta_c, "degree", 3)
show("cone half-angle, trajectories", theta_trajectory, "degree", 3)
show("full cone opening", 2 * theta_c, "degree", 2)
show("metal wave vector", k_metal * 1e-9, "1/nm", 3)
show("largest parallel wave vector", k_max * 1e-9, "1/nm", 4)
show("transverse energy in metal at limit", mass_ratio * excess, "eV", 4)
show("test ray in metal", test_angle, "degree", 1)
show("test ray at barrier top, formula", refracted, "degree", 2)
show("test ray at barrier top, trajectory", refracted_trajectory, "degree", 2)
show("transmission at normal incidence", transmission(0), "", 3)
show("transmission of test ray", transmission(test_angle), "", 3)
show("transmission at 0.95 cone angle", transmission(.95 * theta_c), "", 3)
show("reflection at 1.05 cone angle", outside_reflection, "", 6)
show("isotropized flux inside cone", 100 * flux_share, "percent", 3)
show("film thickness", film_nm, "nm", 1)
show("lateral spread radius", film_nm * np.tan(np.radians(theta_c)), "nm", 2)
show("band gap", gap, "eV", 2)
show("nonparabolic transverse energy in metal", u_limit, "eV", 5)
show("nonparabolic cone half-angle", theta_nonparabolic, "degree", 2)
show("temperature", temperature, "K", 0)
show("thermal energy", thermal, "eV", 4)
show("cone, energy lower by kT", cone(excess-thermal, kinetic-thermal), "degree", 2)
show("cone, energy higher by kT", cone(excess+thermal, kinetic+thermal), "degree", 2)
print(f"doping: {doping_cm3:.1e} cm^-3")
show("relative permittivity", rel_permittivity, "", 1)
show("band bending", band_bending, "V", 1)
show("depletion width", width * 1e9, "nm", 0)
show("interface field", field * 1e-8, "MV/cm", 4)
show("image-force lowering", lowering, "eV", 4)
show("barrier-top distance from metal", top.x, "nm", 2)
show("cone if 0.9 eV were unlowered", cone(excess + lowering, kinetic), "degree", 2)
show("tunnelling energy deficit", deficit, "eV", 4)
show("cone with tunnelling deficit", cone(excess + deficit, kinetic), "degree", 2)
show("L valley above zone centre", l_valley, "eV", 2)
show("energy missing to open L valley", l_margin, "eV", 2)
show("Boltzmann factor for that energy", np.exp(-l_margin / thermal), "", 3)
print("done: every assertion held")
```

Running it gives:

```
mass ratio: 0.067
metal Fermi energy: 5.5 eV
bias: 1.1 V
barrier top above Fermi level: 0.9 eV
kinetic energy in metal: 6.6 eV
excess above barrier: 0.2 eV
sin^2 of cone half-angle: 0.002030
sin of cone half-angle: 0.04506
cone half-angle, formula: 2.583 degree
cone half-angle, trajectories: 2.583 degree
full cone opening: 5.17 degree
metal wave vector: 13.162 1/nm
largest parallel wave vector: 0.5930 1/nm
transverse energy in metal at limit: 0.0134 eV
test ray in metal: 1.5 degree
test ray at barrier top, formula: 35.52 degree
test ray at barrier top, trajectory: 35.51 degree
transmission at normal incidence: 0.962
transmission of test ray: 0.915
transmission at 0.95 cone angle: 0.574
reflection at 1.05 cone angle: 1.000000
isotropized flux inside cone: 0.203 percent
film thickness: 10.0 nm
lateral spread radius: 0.45 nm
band gap: 1.42 eV
nonparabolic transverse energy in metal: 0.01501 eV
nonparabolic cone half-angle: 2.73 degree
temperature: 300 K
thermal energy: 0.0259 eV
cone, energy lower by kT: 2.41 degree
cone, energy higher by kT: 2.74 degree
doping: 1.0e+16 cm^-3
relative permittivity: 12.9
band bending: 0.8 V
depletion width: 338 nm
interface field: 0.0474 MV/cm
image-force lowering: 0.0230 eV
barrier-top distance from metal: 2.43 nm
cone if 0.9 eV were unlowered: 2.73 degree
tunnelling energy deficit: 0.0193 eV
cone with tunnelling deficit: 2.70 degree
L valley above zone centre: 0.29 eV
energy missing to open L valley: 0.09 eV
Boltzmann factor for that energy: 0.031
done: every assertion held
```
